# From an Ohmic Bath on the Keldysh Contour to Langevin's Equation

## What goes wrong without the bath

Write a friction force $-\eta\dot x$ into Newton's equation and nothing else. A particle in a well then comes to rest, although at temperature $T$ its mean kinetic energy should be $kT/2$. Adding a random force cures this if its strength is right, but the friction law alone does not fix that strength. It also does not say when a classical random force is allowed. In the cold example below, classical noise gives less than half of the correct position variance.

Both forces come from the same environment. Integrating out the environment gives friction from its retarded function and noise from its Keldysh function.

## Model and conventions

A particle with mass $m$, coordinate $x$ and potential $V$ is coupled to oscillators:

$$H=\frac{p^2}{2m}+V(x)+\sum_j\left[\frac{p_j^2}{2m_j}+\frac{m_j\omega_j^2}{2}\Big(q_j-\frac{c_jx}{m_j\omega_j^2}\Big)^2\right].$$

Expanding the square gives the coupling $-xX$ with bath force $X=\sum_jc_jq_j$, and a counterterm $\mu x^2/2$ with $\mu=\sum_jc_j^2/(m_j\omega_j^2)$. The spectral density is

$$J(\omega)=\frac{\pi}{2}\sum_j\frac{c_j^2}{m_j\omega_j}\delta(\omega-\omega_j)\;\to\;\frac{\eta\omega\Lambda^2}{\omega^2+\Lambda^2}.$$

It is Ohmic, $J\approx\eta\omega$, below the cutoff $\Lambda$. At $t=0$ particle and bath are uncorrelated, and the bath is thermal about $x=0$. With $X(t)$ evolving under the free bath,

$$D^R(t)=-\frac{i}{\hbar}\theta(t)\langle[X(t),X(0)]\rangle,\qquad D^K(t)=-\frac{i}{\hbar}\langle\{X(t),X(0)\}\rangle.$$

## Integrating out the bath

The density matrix needs a forward path $x_+(t)$ and a backward path $x_-(t)$, the two branches of the Keldysh contour. The bath enters through

$$F[x_+,x_-]=\langle U^\dagger[x_-]\,U[x_+]\rangle,\qquad U[x]=\mathcal T\exp\Big(\frac{i}{\hbar}\int x X\,dt\Big).$$

Commutators of $X$ at different times are numbers, so $e^ae^b=e^{a+b}e^{[a,b]/2}$ can be applied slice by slice. Let $A[x]=\int xX\,dt$, and write $fD^Rg$ for $\iint f(t)D^R(t-t')g(t')\,dt\,dt'$. For $t>t'$ the commutator is $[X(t),X(t')]=i\hbar D^R(t-t')$. The prefactor $\frac12(i/\hbar)^2$ then gives

$$U[x]=\exp\Big(-\frac{i}{2\hbar}xD^Rx\Big)\,e^{iA[x]/\hbar}.$$

Combining the two branches produces one more commutator:

$$e^{-iA[x_-]/\hbar}e^{iA[x_+]/\hbar}=e^{iA[x_+-x_-]/\hbar}\exp\Big(\frac{[A[x_-],A[x_+]]}{2\hbar^2}\Big),$$

$$[A[x_-],A[x_+]]=i\hbar\,(x_-D^Rx_+-x_+D^Rx_-).$$

The phases add to

$$-\frac{i}{2\hbar}\big(x_+D^Rx_+-x_-D^Rx_--x_-D^Rx_++x_+D^Rx_-\big)=-\frac{i}{2\hbar}(x_+-x_-)D^R(x_++x_-).$$

Define the mean path $x=(x_++x_-)/2$ and the difference $y=x_+-x_-$. The phase is $-(i/\hbar)\,yD^Rx$.

The average $\langle e^{iA[y]/\hbar}\rangle$ remains. For one mode write $A=\kappa a+\kappa^*a^\dagger$, $W=e^{i\lambda A}$, and let $n$ be the thermal occupation. The thermal state obeys $\rho a=e^{\hbar\omega/kT}a\rho$, so cyclicity of the trace gives $\langle aW\rangle=e^{\hbar\omega/kT}\langle Wa\rangle$. Together with $[a,W]=i\lambda\kappa^*W$ this yields $\langle aW\rangle=i\lambda\kappa^*(n+1)\langle W\rangle$. In the same way $\langle a^\dagger W\rangle=i\lambda\kappa n\langle W\rangle$. Hence

$$\frac{d\langle W\rangle}{d\lambda}=i\langle AW\rangle=-\lambda|\kappa|^2(2n+1)\langle W\rangle=-\lambda\langle A^2\rangle\langle W\rangle,$$

so $\langle W\rangle=e^{-\lambda^2\langle A^2\rangle/2}$. Independent modes multiply, and their variances add. With $\lambda=1/\hbar$ and the symmetrized correlation $N=\frac12\langle\{X,X\}\rangle=\frac{i\hbar}{2}D^K$,

$$\boxed{\ln F=-\frac{i}{\hbar}\,yD^Rx-\frac{1}{2\hbar^2}\,yNy=-\frac{i}{\hbar}\,yD^Rx-\frac{i}{4\hbar}\,yD^Ky.}$$

No high-temperature or weak-coupling step has been made. There is no term in $x$ alone: for equal branches $U^\dagger U=1$ and $F=1$.

As a test, take one oscillator with $m_j=1.3$, $\omega_j=1.1$, $c_j=0.6$, $\hbar=0.7$, $kT=0.9$, driven for a time 6 by $x_+=0.3+0.8\sin1.3t$ and $x_-=0.5\cos0.7t$. Direct evolution in number states gives $F=0.54387-0.37364i$. The kernels give $0.54386-0.37365i$.

## The retarded kernel is friction

Insert $q_j(t)=q_j\cos\omega_jt+(p_j/m_j\omega_j)\sin\omega_jt$ and $[p_j,q_j]=-i\hbar$:

$$D^R(t)=-\theta(t)\frac{2}{\pi}\int_0^\infty J(\omega)\sin\omega t\,d\omega,\qquad -\mathrm{Im}\,D^R(\omega)=J(\omega),$$

with the transform $\int e^{i\omega t}(\dots)dt$. Define

$$\gamma(t)=\frac{2}{\pi}\int_0^\infty\frac{J(\omega)}{\omega}\cos\omega t\,d\omega=\eta\Lambda e^{-\Lambda t}\qquad(t\ge0).$$

Then $D^R=d\gamma/dt$ for $t>0$, and $\gamma(0)=\mu$. The factor multiplying $(i/\hbar)y(t)$ is the bath force. Since $\partial_{t'}\gamma(t-t')=-D^R(t-t')$, integration by parts gives

$$-\int_0^tD^R(t-t')x(t')dt'=\mu x(t)-\gamma(t)x(0)-\int_0^t\gamma(t-t')\dot x(t')dt'.$$

The counterterm contributes $-\frac{\mu}{2}(x_+^2-x_-^2)=-\mu xy$ to the difference of Lagrangians, a force $-\mu x$. It cancels the static term $\mu x$. Two forces are left.

**Friction with memory.** For slow motion and $t\gg1/\Lambda$, expand $\dot x(t-s)=\dot x-s\ddot x+\dots$ under the integral:

$$\eta\Lambda\int_0^\infty e^{-\Lambda s}\dot x(t-s)\,ds=\eta\dot x-\frac{\eta}{\Lambda}\ddot x+\dots$$

The first term is Ohmic friction. The second lowers the inertia to $m-\eta/\Lambda$.

**Initial slip.** The force $-\gamma(t)x(0)$ lasts about $1/\Lambda$ and transfers the momentum $-\int_0^\infty\gamma\,dt\,x(0)=-\eta x(0)$. It arises because the bath was prepared about the origin. If the bath has instead relaxed about a fixed position $a$, then $\langle q_j\rangle=c_ja/(m_j\omega_j^2)$ and its mean force is $\gamma(t)a$. The slip becomes $-\gamma(t)[x(0)-a]$, which vanishes for a particle released at $a$.

## The Keldysh kernel is noise

The thermal variance $\langle q_j^2\rangle=(\hbar/2m_j\omega_j)\coth(\hbar\omega_j/2kT)$ gives

$$N(t)=\frac{\hbar}{\pi}\int_0^\infty J\coth\frac{\hbar\omega}{2kT}\cos\omega t\,d\omega,\qquad N(\omega)=\hbar J(\omega)\coth\frac{\hbar\omega}{2kT}.$$

The same $J$ sets friction and noise: this is the fluctuation–dissipation theorem. Because $N(\omega)\ge0$, a real Gaussian force $\xi$ with zero mean and covariance $N$ exists, and the variance of $\int\xi y\,dt$ gives

$$e^{-yNy/2\hbar^2}=\Big\langle\exp\Big(\frac{i}{\hbar}\int\xi y\,dt\Big)\Big\rangle_\xi .$$

The damping of the difference path is thus rewritten as an average over random forces.

## The equation of motion

The kinetic terms of the two branches give, after integration by parts,

$$\int\frac m2(\dot x_+^2-\dot x_-^2)dt=\int m\dot x\dot y\,dt=[m\dot xy]_0^{t_f}-\int m\ddot x\,y\,dt.$$

For the position distribution at $t_f$ the branches meet, so $y(t_f)=0$. The lower boundary term joins the initial density matrix:

$$\int dy_0\,e^{-im\dot x_0y_0/\hbar}\,\rho\big(x_0+\tfrac{y_0}{2},x_0-\tfrac{y_0}{2}\big)\propto W(x_0,p_0=m\dot x_0),$$

the Wigner function. The potential enters through

$$V(x+\tfrac y2)-V(x-\tfrac y2)=yV'(x)+\frac{y^3}{24}V'''(x)+\dots$$

Keep the linear term, which is the whole answer for potentials up to quadratic. The exponent is then linear in $y$, and the integral over $y$ is a delta functional on

$$m\ddot x+V'(x)+\int_0^t\gamma(t-t')\dot x(t')dt'+\gamma(t)x(0)=\xi(t).$$

On a forward time lattice each step fixes the next position from earlier ones. The Jacobian matrix is triangular with constant diagonal, so its determinant is a constant that normalization absorbs.

This equation still has quantum noise. For $\hbar\omega\ll kT$ and $\omega\ll\Lambda$,

$$N(\omega)\approx2\eta kT\left[1+\frac{1}{12}\Big(\frac{\hbar\omega}{kT}\Big)^2+\dots\right].$$

With the slip removed, the result is the classical Langevin equation:

$$\boxed{m\ddot x+\eta\dot x+V'(x)=\xi,\qquad\langle\xi(t)\xi(t')\rangle=2\eta kT\,\delta(t-t').}$$

The strength is the one that keeps the particle warm. In a time $dt$ the noise delivers an impulse of variance $2\eta kT\,dt$ and so adds the mean energy $\eta kT\,dt/m$, while friction removes $\eta\langle\dot x^2\rangle dt$. They balance at $m\langle\dot x^2\rangle=kT$.

## When the classical equation fails

**Path difference.** In a thermal state the momentum variance is $mkT$. The Fourier transform of that Gaussian falls off as $e^{-mkTy^2/2\hbar^2}$, so $y$ has width $\hbar/\sqrt{mkT}$. The cubic term is small if $V$ is smooth on this scale. At a fixed initial Wigner function the error should be of order $\hbar^2$. This was tested without a bath, for $m=1$, $V=-\cos x$ and a Gaussian centred at $x=0.8$ with both widths 0.4. Up to time 4 the largest difference in $\langle\sin x\rangle$ between quantum and classical motion is 0.0045 at $\hbar=0.30$ and 0.0011 at $\hbar=0.15$, a ratio of 3.97 where a square law gives 4. The error accumulates without a bath: by time 20 the largest differences are 0.057 and 0.014. A Wigner function with negative parts is not a classical probability, even where the equation of motion holds.

**Low temperature.** Below the cutoff, for $\hbar|\omega|\gg kT$, the noise spectrum tends to $\hbar\eta|\omega|$ instead of vanishing with $T$. The bath then still drives zero-point motion, and white noise is wrong.

**Infinite cutoff.** The limit $\Lambda\to\infty$ at fixed $T$ is not harmless for the velocity. At high frequency inertia dominates, the response is $|x_\omega/\xi_\omega|^2\approx1/(m^2\omega^4)$, and $N\approx\hbar\eta\omega$. This range contributes

$$\langle\dot x^2\rangle_{\rm high}\approx\int^{\Lambda}\frac{d\omega}{\pi}\,\omega^2\,\frac{\hbar\eta\omega}{m^2\omega^4}=\frac{\hbar\eta}{\pi m^2}\ln\Lambda+\text{const}.$$

Relative to $kT/m$, each decade of cutoff adds $(\hbar\eta/\pi mkT)\ln10$. A classical velocity therefore needs $\hbar\eta/m\ll kT$ and a moderate logarithm. The position variance has two fewer powers of $\omega$ and converges.

## Worked example: a shunted Josephson junction

A tunnel junction with critical current $I_c$ and capacitance $C$ is shunted by a resistor $R$. Let $\Phi$ be the flux, the time integral of the voltage, and $\phi_0=\hbar/2e$. Current conservation at zero bias reads

$$C\ddot\Phi+\frac{\dot\Phi}{R}+I_c\sin\frac{\Phi}{\phi_0}=\xi .$$

So $x\to\Phi$, $m\to C$, $\eta\to1/R$, and $V=-E_J\cos(\Phi/\phi_0)$ with $E_J=I_c\phi_0$. A stray inductance $L_s$ in series with the resistor gives the admittance

$$\frac{1}{R-i\omega L_s}=\frac1R\,\frac{\Lambda}{\Lambda-i\omega},\qquad\Lambda=\frac{R}{L_s},$$

which is the transform of $\gamma(t)=\eta\Lambda e^{-\Lambda t}$. The shunt is a Drude bath.

Take $I_c=10$ µA, $C=5$ pF, $R=5\ \Omega$, $L_s=2$ pH and $T=4.2$ K. The small-oscillation (plasma) frequency is $\omega_p/2\pi=\sqrt{I_c/C\phi_0}/2\pi=12.4$ GHz. With $RC=25$ ps the quality factor is $\omega_pRC=1.95$, and $\Lambda/\omega_p=32$. The covariance $(2kT/R)\,\delta(t-t')$ is a two-sided spectrum; counting positive frequencies alone doubles it:

$$\sqrt{4kT/R}=6.8\ \text{pA}/\sqrt{\text{Hz}}.$$

The rms voltage is $\sqrt{kT/C}=3.4$ µV. The barrier between wells is $2E_J=113.5\,kT$, so the rms phase in the harmonic well is $\sqrt{kT/E_J}=\sqrt{2/113.5}=0.133$ rad.

**Quantum corrections.** Here $\hbar\omega_p/kT=0.142$, and the noise at $\omega_p$ exceeds the classical noise of the same Drude bath, $2kTJ(\omega_p)/\omega_p$, by $0.142^2/12=0.17\%$. The harmonic flux variance is also 0.17% above classical. The voltage variance is 2.0% above, since voltage fluctuations extend to the cutoff, where $\hbar\Lambda/kT=4.5$, and beyond. Between 100 and 1000 times this cutoff the voltage ratio rises by 0.0531; the logarithm predicts 0.0533. The path difference is 0.019 rad, and the relative cubic term $y^2/24$ is $1.5\times10^{-5}$.

**Memory.** The capacitance shift is $L_s/(R^2C)=1.6\%$. For the harmonic well, the coupled motion of $\Phi$ and 800 bath oscillators was solved directly at 20 times from $0.5/\omega_p$, after the initial slip, to $10/\omega_p$. The mean path agrees with the memory equation to $2\times10^{-5}$ of the initial displacement. White-limit friction departs by about 1% of it, both with a relaxed bath and with the slip as a kick. Within the memory equation, doubling $\Lambda$ at fixed $\eta$ halves the departure. The flux variance produced by the bath differs from the white-noise value by at most 0.010 of $kT/K$, where $K=E_J/\phi_0^2$.

**Cold case.** Cool the same harmonic circuit to 0.119 K, where $\hbar\omega_p/kT=5$. At $t=10/\omega_p$ the bath has produced a flux variance of $2.30\,kT/K$, from the full bath and from the noise kernel alike. Classical white noise gives $0.99\,kT/K$.

**Anharmonicity.** At 4.2 K the cosine well has a phase variance 0.9% above the harmonic value. To test the nonlinear equation more strongly, the same scaled damping was used with $kT/E_J=0.3$. Simulation gives $\langle1-\cos(\Phi/\phi_0)\rangle=0.169$ and the Boltzmann average is 0.168, while the harmonic estimate is $0.3/2=0.15$.

**Tunnelling.** In imaginary time, a path resting on the barrier top has fluctuation stiffness $C\nu^2+\nu/R-K$ at $\nu=2\pi kT/\hbar$, with the cutoff neglected. It turns negative below about 0.074 K, where a moving tunnelling path takes over. At 4.2 K escape is thermal, and the factor $e^{-113.5}$ makes it negligible.

**Beside real devices.** The values are rough ones for a large-area niobium junction of low critical current density in liquid helium: with an assumed 50 fF/µm², the area is 100 µm² and the density 10 A/cm². The inductance of 2 pH is low and presumes a short, wide shunt. The assumption of a constant resistance is sensitive to wiring: with 20 pH the leading capacitance shift is 16%, which raises the plasma frequency by about 9% at this order (about 10% from the full memory equation), and $\Lambda/\omega_p$ falls to 3.2, where the slow-motion expansion is marginal. Electrons in the junction also conduct. With a rough gap $\Delta=1.4$ meV, the Ambegaokar–Baratoff relation for an ideal tunnel junction gives a normal resistance near 210 Ω. For $\hbar\omega<2\Delta$, thermally excited electrons in an ideal junction resting near phase zero carry the fraction

$$\frac{G}{G_n}=\frac{2}{\hbar\omega}\int_\Delta^\infty N(E)N(E+\hbar\omega)\Big[1+\frac{\Delta^2}{E(E+\hbar\omega)}\Big][f(E)-f(E+\hbar\omega)]\,dE,\qquad N(E)=\frac{E}{\sqrt{E^2-\Delta^2}},$$

of the normal conductance $G_n$, where $f$ is the Fermi function. The second term in the first bracket comes from interference between the pair and quasiparticle parts of the current, and it depends on the phase. At 4.2 K and the plasma frequency the fraction is about 0.46. It is much more than $e^{-\Delta/kT}=0.02$, mainly because the density of states $N$ peaks at the gap edge; the interference term nearly doubles it again. The leakage is then about 1.1% of the shunt conductance; defects can raise it. The fraction is sensitive to the gap: it is 0.56 for 1.3 meV and 0.37 for 1.5 meV, and it depends on how the gap edge is smeared. A lifetime broadening $E\to E+i\Gamma$ with $\Gamma=0.03\Delta$ lowers 0.46 to 0.38, while a Gaussian spread of the gap with standard deviation $0.03\Delta$ on each side raises it to 0.48. Pair breaking starts at $2\Delta/h\approx680$ GHz, far above the plasma frequency.

## Computed values

```
TEST MODELS (dimensionless)
influence functional, Fock space: 0.54387-0.37364j
influence functional, kernels: 0.54386-0.37365j
cosine well, quantum-classical gap, hbar=0.30: 0.0045075
cosine well, quantum-classical gap, hbar=0.15: 0.0011367
ratio of the two gaps: 3.97
JUNCTION INPUTS (round, rough typical values)
critical current: 10 uA
capacitance: 5 pF
shunt resistance: 5 ohm
shunt stray inductance: 2 pH
temperature: 4.2 K
niobium gap Delta: 1.4 meV
JUNCTION RESULTS
plasma frequency: 12.407 GHz
damping rate 1/(RC): 40 1/ns
quality factor: 1.9489
cutoff R/L_s over plasma angular frequency: 32.07
hbar*plasma frequency/kT: 0.14177
hbar*cutoff/kT: 4.5466
current noise, one-sided: 6.811 pA/sqrt(Hz)
noise power at plasma frequency, quantum/classical: 1.00167
rms phase, harmonic well: 0.13274 rad
rms voltage, classical: 3.4055 uV
FULL BATH AGAINST LANGEVIN (scaled units)
largest error of memory equation, mean path: 2e-05
white limit, mean path gap, relaxed bath: 0.0114
white limit, mean path gap, slip kick: 0.0115
gap ratio when cutoff doubles: 2
white limit, largest flux variance gap: 0.00974
cold case temperature: 0.119 K
cold flux variance, full bath: 2.3 kT/K
cold flux variance, noise kernel: 2.3 kT/K
flux variance, classical white noise: 0.9933 kT/K
NONLINEAR LANGEVIN TEST, kT/E_J = 0.3
mean of 1-cos(phase), simulation: 0.169
mean of 1-cos(phase), Boltzmann: 0.1681
NEGLECTED EFFECTS IN THE JUNCTION
flux variance, quantum/classical: 1.00167
voltage variance, quantum/classical: 1.02023
voltage ratio rise per cutoff decade, sum: 0.05313
voltage ratio rise per cutoff decade, log law: 0.05332
capacitance shift L_s/(R^2 C): 0.016
phase variance, cosine/harmonic well: 1.009
thermal path difference y: 0.0188 rad
relative cubic term y^2/24: 1.5e-05
barrier 2E_J/kT: 113.5
tunnelling crossover temperature: 0.0735 K
normal resistance estimate: 211 ohm
quasiparticle/shunt conductance, rough: 0.0005
pair-breaking frequency: 677 GHz
```
